# Why electron repulsion can fail to stabilize the singly charged silicon vacancy: verification in Python

```python
"""Negative effective interaction of a linearly coupled vacancy level.

Result under test: with n electrons in the gap level, fixed-nuclei repulsion U,
force F per electron and lattice stiffness K, the relaxed energies obey
    U_eff = E(2) + E(0) - 2 E(1) = U - 2 R,   R = F^2 / (2 K),
so the singly occupied state V(+) is never the ground state when U < 2 R.
n = 0, 1, 2 stands for V(2+), V(+), V(0).  e0 is the undistorted level energy
above the valence-band edge, J the exchange energy of the t2 triplet, and
W = U - 3 J the repulsion of parallel spins in two different orbitals.
Energies are in eV, lengths in angstrom.  All parameters are round model values.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize, minimize_scalar

e0, U, F, K, J = 0.40, 0.30, 1.5, 5.0, 0.05
F_weak = 1.0
quantum = 0.03
kB = constants.k / constants.e
hartree = constants.physical_constants["Hartree energy in eV"][0]

# Derived formulas
R = F**2 / (2 * K)
U_eff = U - 2 * R
W = U - 3 * J

# Many-electron space of three orbitals with two spins (index 2*orbital + spin)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(p):
    out = np.eye(1)
    for m in range(6):
        out = np.kron(out, parity if m < p else lower if m == p else np.eye(2))
    return out


c = [annihilator(p) for p in range(6)]
cd = [a.T for a in c]
num = [cd[p] @ c[p] for p in range(6)]
spin_occ = np.array([np.diag(x) for x in num]).T
occ = spin_occ[:, 0::2] + spin_occ[:, 1::2]
total = np.rint(occ.sum(axis=1)).astype(int)


def interaction(exchange):
    """Rotationally invariant interaction of a t2 shell."""
    inter = U - 2 * exchange
    v = np.zeros((64, 64))
    for i in range(3):
        iu, idn = 2 * i, 2 * i + 1
        v += U * num[iu] @ num[idn]
        for j in range(3):
            if i == j:
                continue
            ju, jd = 2 * j, 2 * j + 1
            v += inter * num[iu] @ num[jd]
            v -= exchange * cd[iu] @ c[idn] @ cd[jd] @ c[ju]
            v += exchange * cd[iu] @ cd[idn] @ c[jd] @ c[ju]
            if i < j:
                for s in range(2):
                    v += (inter - exchange) * num[2*i + s] @ num[2*j + s]
    return v


V_plain, V_exch = interaction(0.0), interaction(J)
# Tetragonal distortions: directions in mode space in which the orbitals push
push = np.array([[1, 0], [-0.5, np.sqrt(3)/2], [-0.5, -np.sqrt(3)/2]])
sector = [np.where(total == n)[0] for n in range(4)]
parallel = np.where((total == 2) & (spin_occ[:, 0::2].sum(axis=1) > 1.5))[0]


def surface(states, force, v):
    """Lowest electronic plus elastic energy as a function of distortion."""
    block, o = v[np.ix_(states, states)], occ[states]

    def energy(q):
        q = np.asarray(q)
        diagonal = e0 * o.sum(axis=1) - force * o @ (push @ q)
        return np.linalg.eigvalsh(block + np.diag(diagonal))[0] + K*(q @ q)/2
    return energy


starts = [(0.4, 0.05), (-0.3, 0.3), (0.3, 0.3), (-0.4, -0.05)]


def relax(states, force=F, v=V_plain):
    """Relaxed energy and size of the distortion, by direct search."""
    f = surface(states, force, v)
    runs = [minimize(f, s, method="Nelder-Mead",
                     options={"xatol": 1e-7, "fatol": 1e-12, "maxiter": 2000})
            for s in starts]
    best = min(runs, key=lambda r: r.fun)
    return best.fun, np.linalg.norm(best.x)


# Relaxed energies, distortions and the effective interaction
E, Q = np.array([relax(s) for s in sector]).T
for n in range(3):
    assert abs(E[n] - (n*e0 + U*n*(n-1)/2 - n**2 * R)) < 1e-8
    assert abs(Q[n] - n * F / K) < 1e-5
U_num = E[2] + E[0] - 2 * E[1]
assert abs(U_num - U_eff) < 1e-8 and R < U < 2 * R
U_third = E[3] + E[1] - 2 * E[2]
assert abs(U_third - (U + 4 * R)) < 1e-7

# At fixed nuclei the interaction remains repulsive
for q in [(0.0, 0.0), (0.3, 0.0), (0.6, 0.0), (0.2, 0.1)]:
    a = [surface(s, F, V_plain)(q) for s in sector[:3]]
    assert abs(a[2] + a[0] - 2*a[1] - U) < 1e-10


# Critical force, located from the numerically relaxed energies
def effective(force):
    a = [relax(s, force)[0] for s in sector[:3]]
    return a[2] + a[0] - 2 * a[1]


F_crit = brentq(effective, 1.0, 1.5, xtol=1e-7)
assert abs(F_crit - np.sqrt(U * K)) < 1e-5

# Ground charge state as the Fermi level is swept
mu = np.linspace(0.0, 0.8, 80001)
step = mu[1] - mu[0]
n_ground = np.argmin(E[:, None] - np.arange(4)[:, None] * mu, axis=0)
assert not np.any(n_ground == 1)
jump = mu[np.argmax(n_ground == 2)]
assert abs(jump - (e0 + U/2 - 2*R)) < 2 * step
E_weak = np.array([relax(s, F_weak)[0] for s in sector])
n_weak = np.argmin(E_weak[:, None] - np.arange(4)[:, None] * mu, axis=0)
window = np.count_nonzero(n_weak == 1) * step
U_weak = U - F_weak**2 / K
assert abs(window - U_weak) < 3 * step

# Several coupled modes with a non-diagonal stiffness
stiff = np.array([[5.0, 1.0, 0.4], [1.0, 4.0, -0.7], [0.4, -0.7, 6.0]])
forces = np.array([1.1, -0.6, 0.8])
multi = [minimize(lambda x, n=n: U*n*(n-1)/2 - n*forces @ x + x @ stiff @ x/2,
                  np.zeros(3), method="BFGS", options={"gtol": 1e-6}).fun
         for n in range(3)]
assert abs(multi[2] + multi[0] - 2*multi[1]
           - (U - forces @ np.linalg.solve(stiff, forces))) < 1e-7


# Quantum nuclei: diagonalize the oscillator pushed by n electrons
def vibronic(n, hw, size=180):
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    position = np.sqrt(hw / (2 * K)) * (a + a.T)
    h = np.diag(hw * (np.arange(size) + 0.5)) - n * F * position
    return n*e0 + U*n*(n-1)/2 + np.linalg.eigvalsh(h)[0]


for hw in (quantum, 2 * quantum):
    ev = [vibronic(n, hw) for n in range(3)]
    U_quantum = ev[2] + ev[0] - 2 * ev[1]
    assert abs(U_quantum - U_eff) < 1e-8
U_quantum = vibronic(2, quantum) + vibronic(0, quantum) - 2*vibronic(1, quantum)

# Exchange, pair hopping and the parallel-spin alternative
E2_exch = relax(sector[2], F, V_exch)[0]
shift = E2_exch - E[2]
shift_formula = -J**2 / (6 * R)
# The estimate is second order in J; the next order is about two percent here
assert abs(shift / shift_formula - 1) < 0.05
E2_parallel = relax(parallel, F, V_exch)[0]
U_parallel = E2_parallel + E[0] - 2 * E[1]
assert abs(U_parallel - (W + R)) < 1e-7 and U_parallel > 0
U_exch = E2_exch + E[0] - 2 * E[1]
assert U_exch < 0


# Barrier for electron transfer between two distant V(+)
def branch(n, q):
    return n*e0 + U*n*(n-1)/2 - n*F*q + K*q**2/2


def before(x):
    return branch(1, x[0]) + branch(1, x[1])


def after(x):
    return branch(2, x[0]) + branch(0, x[1])


cross = minimize(before, [0.45, 0.15], method="SLSQP",
                 constraints={"type": "eq", "fun": lambda x: after(x)-before(x)},
                 options={"ftol": 1e-13, "maxiter": 300})
assert cross.success
barrier = cross.fun - 2 * E[1]
assert abs(barrier - U**2 / (8 * R)) < 1e-6

# Thermal V(+) fraction by quadrature over both tetragonal distortions
axis = np.linspace(-1.2, 1.2, 121)
qx, qy = np.meshgrid(axis, axis, indexing="ij")
diag_v = np.diag(V_plain)


def largest_fraction(T):
    z = np.zeros(3)
    for n in range(3):
        for k in sector[n]:
            f = F * occ[k] @ push
            en = n*e0 + diag_v[k] - f[0]*qx - f[1]*qy + K*(qx**2 + qy**2)/2
            z[n] += np.exp(-en / (kB * T)).sum()

    def minus_log(m):
        w = z * np.exp(np.arange(3) * m / (kB * T))
        return -np.log(w[1] / w.sum())
    best = minimize_scalar(minus_log, bounds=(0.0, 0.3), method="bounded",
                           options={"xatol": 1e-9})
    return np.exp(-best.fun)


fractions = {}
for T in (300.0, 100.0):
    fractions[T] = largest_fraction(T)
    w = 2 * np.sqrt(3) * np.exp(U_eff / (2 * kB * T))
    assert abs(fractions[T] / (w / (2 + w)) - 1) < 1e-5

print(f"Undistorted level energy e0: {e0:.3f} eV")
print(f"Fixed-nuclei repulsion U: {U:.3f} eV")
print(f"Force per electron F: {F:.3f} eV/angstrom")
print(f"Stiffness K: {K:.3f} eV/angstrom^2")
print(f"Exchange energy J: {J:.3f} eV")
print(f"Parallel-spin repulsion W: {W:.3f} eV")
print(f"Vibrational quantum: {quantum:.3f} eV")
print(f"One-electron relaxation energy R: {R:.4f} eV")
print(f"Twice the relaxation energy 2R: {2*R:.4f} eV")
for n, name in enumerate(("V(2+)", "V(+)", "V(0)")):
    print(f"{name}: relaxed energy {E[n]:.4f} eV, "
          f"distortion {Q[n]:.4f} angstrom")
print(f"Effective interaction U_eff, relaxed: {U_num:.4f} eV")
print(f"Effective interaction U_eff: {U_num/hartree:.6f} hartree")
print(f"U_eff with quantum nuclei: {U_quantum:.4f} eV")
print(f"Critical force: {F_crit:.4f} eV/angstrom")
print(f"Level E(1)-E(0): {E[1]-E[0]:.4f} eV")
print(f"Level E(2)-E(1): {E[2]-E[1]:.4f} eV")
print(f"Fermi level of the two-electron jump: {jump:.4f} eV")
print(f"Weaker force for contrast: {F_weak:.3f} eV/angstrom")
print(f"Weaker force, U_eff: {U_weak:.4f} eV")
print(f"Weaker force, Fermi-level window of V(+): {window:.4f} eV")
print(f"Weaker force, level E(1)-E(0): {E_weak[1]-E_weak[0]:.4f} eV")
print(f"Weaker force, level E(2)-E(1): {E_weak[2]-E_weak[1]:.4f} eV")
print(f"Effective interaction for the third electron: {U_third:.4f} eV")
print(f"Shift of E(2) by exchange, computed: {shift:.5f} eV")
print(f"Shift of E(2) by exchange, estimate: {shift_formula:.5f} eV")
print(f"U_eff including exchange: {U_exch:.4f} eV")
print(f"U_eff for parallel spins: {U_parallel:.4f} eV")
print(f"Barrier for 2V(+) -> V(0) + V(2+): {barrier:.4f} eV")
print(f"Reverse barrier: {barrier - U_num:.4f} eV")
print(f"Distortions at the crossing: {cross.x[0]:.4f} and "
      f"{cross.x[1]:.4f} angstrom")
for T, value in fractions.items():
    print(f"Largest V(+) fraction at {T:.0f} K: {value:.3e} (no unit)")
print("ALL CHECKS PASSED")
```

It prints:

```
Undistorted level energy e0: 0.400 eV
Fixed-nuclei repulsion U: 0.300 eV
Force per electron F: 1.500 eV/angstrom
Stiffness K: 5.000 eV/angstrom^2
Exchange energy J: 0.050 eV
Parallel-spin repulsion W: 0.150 eV
Vibrational quantum: 0.030 eV
One-electron relaxation energy R: 0.2250 eV
Twice the relaxation energy 2R: 0.4500 eV
V(2+): relaxed energy 0.0000 eV, distortion 0.0000 angstrom
V(+): relaxed energy 0.1750 eV, distortion 0.3000 angstrom
V(0): relaxed energy 0.2000 eV, distortion 0.6000 angstrom
Effective interaction U_eff, relaxed: -0.1500 eV
Effective interaction U_eff: -0.005512 hartree
U_eff with quantum nuclei: -0.1500 eV
Critical force: 1.2247 eV/angstrom
Level E(1)-E(0): 0.1750 eV
Level E(2)-E(1): 0.0250 eV
Fermi level of the two-electron jump: 0.1000 eV
Weaker force for contrast: 1.000 eV/angstrom
Weaker force, U_eff: 0.1000 eV
Weaker force, Fermi-level window of V(+): 0.1000 eV
Weaker force, level E(1)-E(0): 0.3000 eV
Weaker force, level E(2)-E(1): 0.4000 eV
Effective interaction for the third electron: 1.2000 eV
Shift of E(2) by exchange, computed: -0.00182 eV
Shift of E(2) by exchange, estimate: -0.00185 eV
U_eff including exchange: -0.1518 eV
U_eff for parallel spins: 0.3750 eV
Barrier for 2V(+) -> V(0) + V(2+): 0.0500 eV
Reverse barrier: 0.2000 eV
Distortions at the crossing: 0.4000 and 0.2000 angstrom
Largest V(+) fraction at 300 K: 8.692e-02 (no unit)
Largest V(+) fraction at 100 K: 2.875e-04 (no unit)
ALL CHECKS PASSED
```
